# By-Product Build-Up in a Bleed-and-Feed Copper Plating Bath

## The problem

A copper plating bath for 300 mm wafers contains an organic accelerator that helps to fill fine features. Plating slowly breaks this additive down, and part of what is broken remains dissolved as by-product. To keep the by-product in check, fresh solution is fed in continuously and an equal volume of used bath is bled off. The data are rough typical values:

- bath volume $V=150$ L
- average current $I=20$ A, summed over three cells
- additive breakdown $b=5.0$ mg/Ah
- by-product yield $y=0.6$, the mass of dissolved by-product per mass of additive broken down
- replacement flow $Q=0.625$ L/h

The bath starts fresh. What by-product concentration does it finally reach, and how long does it take to reach 95 percent of that value?

The following assumptions define the model. The bath is well mixed and its volume is constant. Dosing keeps the additive concentration steady, so $b$ can be treated as constant. The flow $Q$ counts all liquid added, including the dosing solution, and this liquid contains no by-product. By-product leaves only with the bled liquid. Evaporation is neglected at first.

## A tempting solution

The by-product is made at the rate

$$G=ybI=0.6\times 5.0\ \mathrm{mg/Ah}\times 20\ \mathrm{A}=60\ \mathrm{mg/h}.$$

In the steady state the bleed must remove by-product as fast as it is made. The bleed carries away $Qc$ per hour, so $Qc_{ss}=G$ and

$$c_{ss}=\frac{G}{Q}=\frac{60\ \mathrm{mg/h}}{0.625\ \mathrm{L/h}}=96\ \mathrm{mg/L}.$$

At 95 percent of this level the bath holds $0.95\,c_{ss}V=13.68$ g of by-product. At 60 mg/h, that amount is made in

$$t=\frac{0.95\,c_{ss}V}{G}=0.95\,\frac{V}{Q}=0.95\times 240\ \mathrm{h}=228\ \mathrm{h}.$$

The answer would then be 96 mg/L, with 95 percent of it reached after 228 h.

## Where it fails

The steady concentration is right. The time is wrong, because the two halves of the solution treat the bleed differently. The first half lets the bleed remove by-product. The second half assumes that everything made since the start is still in the bath. Yet the bleed runs from the first hour, and it removes more by-product per hour as the concentration rises. The net rate of accumulation is therefore $G$ only at the start, when $c=0$, and it falls towards zero as $c$ approaches $c_{ss}$.

## The right solution

**Mass balance.** During a short time $dt$, plating adds a mass $G\,dt$ of by-product. The bleed removes a volume $Q\,dt$ at concentration $c$, hence a mass $Qc\,dt$. The feed brings none. Since $V$ is constant, the change of the dissolved mass is $V\,dc$, and

$$V\frac{dc}{dt}=G-Qc .$$

Setting $dc/dt=0$ recovers $c_{ss}=G/Q=ybI/Q$. The volume has dropped out: a larger bath reaches the same level if $I$, $b$, $y$ and $Q$ are unchanged.

**Approach to the steady state.** Replace $G$ by $Qc_{ss}$ and divide by $V$:

$$\frac{dc}{dt}=-\frac{Q}{V}(c-c_{ss}).$$

Let $u=c-c_{ss}$ and $\tau=V/Q$. Because $c_{ss}$ is constant, $du/dt=dc/dt$, so

$$\frac{du}{u}=-\frac{dt}{\tau}.$$

Integration from $0$ to $t$ gives $\ln(u/u_0)=-t/\tau$, where $u_0=c_0-c_{ss}$ and $c_0$ is the starting concentration. Hence

$$c(t)=c_{ss}+(c_0-c_{ss})\,e^{-t/\tau}.$$

**Time to 95 percent.** For a fresh bath $c_0=0$, and the condition $c=0.95\,c_{ss}$ becomes

$$1-e^{-t_{95}/\tau}=0.95,\qquad e^{-t_{95}/\tau}=0.05=\frac1{20},$$

so that

$$t_{95}=\frac{V}{Q}\ln 20 .$$

With $\tau=150\ \mathrm{L}/(0.625\ \mathrm{L/h})=240$ h and $\ln 20=2.9957$,

$$t_{95}=240\ \mathrm{h}\times 2.9957=719\ \mathrm{h}\approx 30\ \text{days}.$$

The answers are therefore $c_{ss}=96$ mg/L, or 0.096 kg/m³, and $t_{95}=719$ h. The tempting estimate was too short by a factor of about three.

## Reading the result

**The inventory.** Up to $t_{95}$, plating makes $Gt_{95}=43.14$ g of by-product. Of this, 13.68 g is still in the bath and 29.46 g has been bled off. The tempting solution counted the first part and left out the second.

**The early limit.** For $t\ll\tau$, $e^{-t/\tau}\approx 1-t/\tau$, and a fresh bath follows

$$c\approx c_{ss}\frac{t}{\tau}=\frac{G}{Q}\,\frac{Qt}{V}=\frac{Gt}{V}.$$

This is the straight line used in the tempting solution, and it is sound only at early times. Extended to $t=\tau=240$ h, it would give the full 96 mg/L, whereas the bath has reached 60.7 mg/L. After two and three time constants the level is 83.0 and 91.2 mg/L.

**What sets the level and what sets the time.** For a fresh bath, the case meant in this paragraph, current and breakdown rate enter $c_{ss}$ but not $t_{95}$. At fixed $V$ and $Q$, doubling the current doubles both the source and the final level, so the same fraction is reached at the same time. Doubling $Q$ at fixed $V$ and $G$ halves both results. As $Q\to0$, both grow without bound: with no bleed and no other loss, there is no steady state.

**A used bath.** If $0<c_0<0.95\,c_{ss}$, set $c=0.95\,c_{ss}$ in the general solution:

$$(c_{ss}-c_0)e^{-t/\tau}=0.05\,c_{ss}
\quad\Longrightarrow\quad
t_{95}=\tau\ln\frac{1-c_0/c_{ss}}{0.05}.$$

For $c_0=50$ mg/L this is $240\ \mathrm{h}\times\ln[(1-50/96)/0.05]=542$ h. The bath starts with more than half of its final by-product, but the wait is only about a quarter shorter, because the slow last part of the approach remains. Here $t_{95}$ depends on $c_0/c_{ss}$, and so on the current and breakdown rate: at twice the current the same start gives 647 h.

**A numerical check.** The process can also be followed as a ledger in steps of 0.05 h: add the by-product made at 60 mg/h, drain used bath, then refill with clean feed at 0.625 L/h. This uses neither the exponential nor the steady-state formula. It gives 96.00 mg/L and 719.0 h.

## Evaporation, losses and other sources

Let water evaporate at a rate $E$ while the feed $Q$ and the liquid level stay fixed. Vapour carries no by-product, so the liquid that does carry it leaves at $Q-E$. Let by-product also disappear inside the bath, by further reaction or by inclusion in the deposit, at a rate $kVc$. Here $k$ is taken as constant at the given average current; inclusion in the deposit generally changes with the plating rate, so another current may need another $k$. Finally, let additive breakdown without current make by-product at a rate $S$. The balance becomes

$$V\frac{dc}{dt}=G+S-(Q-E+kV)c .$$

It has the same form as before, with $G$ replaced by $G+S$ and $Q$ by $Q-E+kV$. Provided that $E<Q$, and with $t_{95}$ counted from a fresh bath,

$$c_{ss}=\frac{G+S}{Q-E+kV},\qquad t_{95}=\frac{V\ln20}{Q-E+kV}.$$

Assumed rough sizes give the following changes, relative to 96 mg/L and 719 h:

- Evaporation of 0.0833 L/h raises both results by 15 percent, to 111 mg/L and 830 h.
- A loss of $k=8.33\times10^{-4}$ h⁻¹, for which $kV=0.125$ L/h, lowers both by 17 percent, to 80 mg/L and 599 h. In the steady state this removes 10 mg/h, while 23.7 g/h of copper is plated; if inclusion alone were the cause, the deposit would hold about 420 ppm of by-product by mass.
- Current-free breakdown of 1.0 mg of additive per litre per day gives $S=3.75$ mg/h. It raises the level by 6 percent, to 102 mg/L, and leaves the time unchanged.

Together they give 95.6 mg/L and 674 h. The near return to 96 mg/L is an accidental cancellation between the assumed sizes, not evidence that the effects are small.

Drag-out, the liquid carried away on wafers, changes neither result at fixed feed and level, provided that it has the bath's composition and is smaller than $Q-E$. It then replaces part of the overflow.

## Interrupted plating and daily replacement

**Idle weekends.** Suppose the cells run for $T_1=120$ h at 28 A and rest for $T_2=48$ h, while the bleed continues. The weekly mean current is still 20 A. Running without a break at 28 A would lead to $c_{on}=134.4$ mg/L. In the repeating weekly cycle, the peak $c_p$ and trough $c_t$ obey

$$c_p=c_{on}+(c_t-c_{on})e^{-T_1/\tau},\qquad c_t=c_pe^{-T_2/\tau}.$$

Inserting the second equation into the first and collecting $c_p$ gives

$$c_p=c_{on}\frac{1-e^{-T_1/\tau}}{1-e^{-(T_1+T_2)/\tau}}.$$

The peak is 105 mg/L and the trough 86 mg/L, about 10 percent either side of 96 mg/L. The mean stays at 96 mg/L: over a full cycle the inventory does not change, so the mean removal $Q\bar c$ must equal the mean source.

**One swap a day.** Now let a fraction $f=0.10$ of the bath be replaced once a day, which is the same daily volume as before. One day of plating raises the concentration by $G(24\ \mathrm{h})/V=fc_{ss}$. The level $p_n$ just before swap $n$ therefore obeys

$$p_{n+1}=(1-f)p_n+fc_{ss},\qquad p_1=fc_{ss}.$$

Subtracting $c_{ss}$ from both sides gives $p_{n+1}-c_{ss}=(1-f)(p_n-c_{ss})$. Since $p_1-c_{ss}=-(1-f)c_{ss}$, repeated use yields

$$p_n=c_{ss}\left[1-(1-f)^n\right].$$

The peak first reaches 95 percent when $0.9^n\le0.05$, which happens on day 29. In the long run the level moves between 96 mg/L before a swap and 86.4 mg/L after it.

## Comparison with a real bath

The current corresponds to a mean density of 9.4 mA/cm² over three wafers, a plausible value for copper wafer plating. This is a time average: if the cells plate only half of the time, the density during plating is about 19 mA/cm². The inputs $b$ and $y$ are uncertain, because they depend on the additive package, the anode and the operating conditions. In the basic model, where $c_{ss}=ybI/Q$, an error of 20 percent in either one shifts $c_{ss}$ by 20 percent and leaves $t_{95}$ of a fresh bath alone. The coefficient $b$ has to be measured; it does not follow from counting a few electrons per molecule. If the accelerator is the disodium salt of bis(3-sulfopropyl) disulfide, with molar mass 354.4 g/mol, about 2600 electrons pass for each molecule broken down.

Real baths are also not perfectly mixed. Let 30 L of the bath be in the cells, with 600 L/h circulating between them and a reservoir where feed and bleed take place. In the steady state the circulation must carry all new by-product out of the cells, so their excess concentration is $G/(600\ \mathrm{L/h})=0.1$ mg/L, which is negligible here. Evaporation and by-product loss matter far more than this excess: at the sizes assumed above, each moves both answers by about 15 percent. The two-tank estimate covers only fast circulation between well-mixed volumes. If a fraction $s$ of the feed runs to the bleed without mixing, the effective flow is $(1-s)Q$, and $s=0.15$ gives 113 mg/L and 846 h. The prediction of 96 mg/L and 30 days is therefore a first estimate. Its error depends on how well the inputs and losses of the particular bath are known, so it has to be checked by measuring the bath. The numerical output below gives the individual values.

## Computed values

```
bath volume V = 150 L
average current I = 20 A over 3 cells
wafer radius = 15 cm
mean current density = 9.4 mA/cm2
additive breakdown b = 5.0 mg/Ah
by-product yield y = 0.6 (mass ratio)
replacement flow Q = 0.625 L/h
fraction of bath replaced per day = 10.0 %
accelerator molar mass = 354.4 g/mol
electrons per molecule broken down = 2645
by-product source G = 60.0 mg/h
steady level c_ss = 96.0 mg/L = 0.0960 kg/m3
time constant V/Q = 240.0 h
ln 20 = 2.9957
time to 95 %, t95 = 719.0 h = 30.0 days
ledger: steady level = 96.00 mg/L
ledger: time to 95 % = 719.0 h
level after 1 time constants = 60.7 mg/L
level after 2 time constants = 83.0 mg/L
level after 3 time constants = 91.2 mg/L
95 % level = 91.2 mg/L
by-product made until t95 = 43.14 g
  still in bath = 13.68 g
  bled off = 29.46 g
used bath: starting level = 50.0 mg/L
used bath: time to 95 % = 542.4 h
assumed evaporation E = 0.0833 L/h
assumed by-product loss k = 8.333e-04 1/h
loss term k*V = 0.1250 L/h
assumed current-free breakdown = 1.0 mg/L per day
current-free source S = 3.75 mg/h
evaporation: c_ss = 110.8 mg/L (+15.4 %), t95 = 829.6 h (+15.4 %)
by-product loss: c_ss = 80.0 mg/L (-16.7 %), t95 = 599.1 h (-16.7 %)
current-free breakdown: c_ss = 102.0 mg/L (+6.2 %), t95 = 719.0 h (+0.0 %)
all three: c_ss = 95.6 mg/L (-0.4 %), t95 = 674.0 h (-6.2 %)
weekly idling: on 120 h at 28.0 A, off 48 h
weekly idling: level if always on = 134.4 mg/L
weekly idling: peak = 105.0 mg/L (+9.4 %)
weekly idling: trough = 86.0 mg/L (-10.4 %)
weekly idling: ledger mean = 96.00 mg/L
daily swap: before = 96.0 mg/L, after = 86.4 mg/L
daily swap: peak first reaches 95 % on day 29
mixing: cell volume = 30 L, circulation q = 600 L/h
mixing: excess level in cells = 0.100 mg/L
mixing: two-tank time constant = 240.010 h
```
